# Orientation-independent potential step from identical dipoles on cut diamond-lattice bonds

## The question at a silicide contact

A metallic silicide grows on silicon, and at the junction chemical bonds join the two solids. Each bond may carry a small electric dipole, because electrons shift slightly towards one of its ends. A layer of such dipoles changes the electrostatic potential between the solids and so changes the Schottky barrier.

The number of bonds crossing the junction depends on the crystal face. An ideal (001) cut through silicon severs about 1.7 times as many bonds per unit area as a (111) cut through the widely spaced layers. If every bond carries the same dipole, does the (001) contact have the larger potential step?

The model needs a few conventions. The semiconductor is an unstrained diamond lattice with cubic constant \(a\) and bond length \(b=\sqrt3\,a/4\). A plane with unit normal \(\mathbf n\), pointing from semiconductor to metal, passes between atomic layers. Every bond it cuts carries a dipole of magnitude \(p\), parallel to the bond and directed towards the metal. The positive end is therefore on the metal side. The metal enters through these dipoles alone.

"Unscreened" means that \(p\) is prescribed and that no other charge responds, so the permittivity is \(\varepsilon_0\). That \(p\) has the same value on different faces is an assumption about the chemistry; the lattice does not enforce it.

## From dipoles to a potential step

Let \(z\) run along \(\mathbf n\). Average the charge density and the potential over the plane, and call the results \(\bar\rho(z)\) and \(\bar\phi(z)\). Lateral derivatives average to zero in a periodic layer, which leaves

\[
\frac{d^2\bar\phi}{dz^2}=-\frac{\bar\rho}{\varepsilon_0}.
\]

The layer is neutral, and no external field is applied. The averaged field \(\bar E=-d\bar\phi/dz\) then vanishes on both sides of it, and inside

\[
\bar E(z)=\frac1{\varepsilon_0}\int_{-\infty}^{z}\bar\rho(z')\,dz'.
\]

The step, metal side minus semiconductor side, is \(\Delta=-\int\bar E\,dz\). Integration by parts gives

\[
\Delta=-\big[z\bar E\big]_{-\infty}^{\infty}+\int z\,\frac{d\bar E}{dz}\,dz
=\frac1{\varepsilon_0}\int z\bar\rho\,dz=\frac{P}{\varepsilon_0}.
\]

The boundary term is zero because the field vanishes outside the layer. \(P\) is the normal dipole moment per unit area. Dipole components parallel to the plane do not enter it.

The sign can be checked on two charged sheets. With the positive sheet on the metal side, the field between them points towards the semiconductor, so the potential rises towards the metal. An electron has energy \(-e\phi\), so the metal's electron levels drop by \(e\Delta\) relative to the silicon bands. With everything else fixed, the barrier for electrons on n-type silicon rises by \(e\Delta\).

Real dipoles are discrete, so the potential also ripples along the plane. Outside the charges, a ripple with lateral wavevector \(\mathbf G\) obeys Laplace's equation and decays as \(e^{-|\mathbf G||z|}\). The step is what remains a few lattice constants away.

This was tested by summing the Coulomb potentials of point charges \(\pm q\) at the bond ends, at distances \(2a\) on either side of the sheet. A Gaussian weight of width \(10a\) limited the sheet, and the prediction was given the same weight. For the four cuts treated below, the sum divided by the prediction lies between 0.9998 and 1.0002.

## The simplest case: one upright bond per atom

On (111), let the plane pass through the wide gap between double layers. Each surface atom then has one cut bond, parallel to the normal. The surface atoms form a triangular lattice of spacing \(a/\sqrt2\), so the area per atom is

\[
\frac{\sqrt3}{2}\left(\frac{a}{\sqrt2}\right)^2=\frac{\sqrt3\,a^2}{4}.
\]

The bond density is the inverse of this, and each dipole contributes its full magnitude:

\[
P=\frac{4p}{\sqrt3\,a^2}.
\]

The same orientation offers a second cut, through the narrow gap inside a double layer. Now three bonds per atom are severed. One of them is along \([1\bar1\bar1]\), and its cosine with the normal has magnitude

\[
\frac{|1-1-1|}{\sqrt3\,\sqrt3}=\frac13 .
\]

The other two have the same cosine by threefold symmetry. Three times as many dipoles, each with one third of the normal component, give the same \(P\). The density of cut bonds is therefore a poor guide to the step.

## The other two faces

On (001), an atomic layer has area \(a^2/2\) per atom, and each atom sends two bonds upwards. The cut-bond density is \(4/a^2\). A bond along \([111]\) makes a cosine \(1/\sqrt3\) with \([001]\), hence

\[
P_{001}=\frac4{a^2}\,\frac{p}{\sqrt3}=\frac{4p}{\sqrt3\,a^2}.
\]

On (110), the layer has a rectangular cell with sides \(a\) and \(a/\sqrt2\) containing two atoms. Each atom has one bond up, one down and two within the layer. The cut-bond density is \(2\sqrt2/a^2\), and the cosine is

\[
\frac{(1,1,1)\cdot(1,1,0)}{\sqrt3\,\sqrt2}=\sqrt{\frac23}.
\]

Therefore

\[
P_{110}=\frac{2\sqrt2}{a^2}\sqrt{\frac23}\,p=\frac{4p}{\sqrt3\,a^2}.
\]

All three orientations agree. Since the densities and angles differ each time, the agreement calls for a reason.

## Why the height of the cut does not matter

Let \(\mathbf b_j\), with \(j=1,\dots,4\), be the bond vectors from an atom of sublattice A to its neighbours on sublattice B:

\[
\mathbf b_j=\frac a4(1,1,1),\ \frac a4(1,\bar1,\bar1),\ \frac a4(\bar1,1,\bar1),\ \frac a4(\bar1,\bar1,1).
\]

From a B atom the vectors are \(-\mathbf b_j\). An axial dipole on bond \(j\) has normal component \(p|\mathbf b_j\cdot\mathbf n|/b\). The absolute value expresses the rule that every dipole points towards the metal. Define

\[
C=\frac1{\text{area}}\sum_{\text{cut bonds}}|\mathbf b_j\cdot\mathbf n|,\qquad P=\frac pb\,C .
\]

Now raise the plane past one atom. The bonds from that atom to lower neighbours were cut before and are no longer cut. Its bonds to higher neighbours become cut. Bonds lying in the plane contribute nothing in either position. Because \(\sum_j\mathbf b_j=0\),

\[
\sum_{\rm up}|\mathbf b_j\cdot\mathbf n|=\sum_{\rm down}|\mathbf b_j\cdot\mathbf n| ,
\]

so what leaves the sum equals what enters it. \(C\) behaves like a current through a network that is conserved at every node. The two (111) cuts are an instance: one bond of projection \(b\) enters an atom from one side, and three of projection \(b/3\) leave on the other.

## Why the orientation does not matter

Since \(C\) is the same at all heights, it equals its average over height, which is easier to compute. There is one A atom per primitive cell of volume \(a^3/4\), so each of the four bond types has volume density \(4/a^3\). A bond of type \(j\) is cut when its lower end lies within a depth \(|\mathbf b_j\cdot\mathbf n|\) below the plane. The average number cut per unit area is thus \((4/a^3)|\mathbf b_j\cdot\mathbf n|\).

Each cut bond contributes a further factor \(|\mathbf b_j\cdot\mathbf n|\) to \(C\):

\[
C=\frac4{a^3}\sum_{j=1}^4(\mathbf b_j\cdot\mathbf n)^2 .
\]

The projection has entered twice, once in the chance of being cut and once in the normal component of the dipole. This turns the sum into a quadratic form in \(\mathbf n\). Its diagonal coefficients are \(4(a/4)^2=a^2/4\). The \(xy\) coefficient is \((a/4)^2(1-1-1+1)=0\), and the other two off-diagonal ones vanish likewise. With \(|\mathbf n|=1\),

\[
\sum_j(\mathbf b_j\cdot\mathbf n)^2=\frac{a^2}4,\qquad C=\frac1a .
\]

Substituting \(P=pC/b\) and \(b=\sqrt3a/4\) gives

\[
\boxed{\Delta=\frac{p}{\varepsilon_0ab}=\frac{4p}{\sqrt3\,\varepsilon_0a^2}}
\]

for every rational plane, at any height between layers. If the dipole is written as a charge \(q\) moved along the bond, \(p=qb\), then

\[
\Delta=\frac q{\varepsilon_0a}.
\]

The general claim was tested by counting bonds in a generated lattice for (001), (110), (111), (112), (113), (210) and (531), at nine heights each. All 63 sums agree with \(4p/(\sqrt3a^2)\) to within a relative \(10^{-10}\).

## Two ways to lose the equality

**Reverse the sense of some dipoles.** Suppose that each dipole points from A to B, as it would if it belonged to a compound with two kinds of atom. The absolute values in \(C\) are then replaced by signed projections. On (110), half of the cut bonds have their A atom below and half have it above, so the step is zero. On (001), all bonds in one gap run the same way, and those in the next gap run the opposite way, so the step keeps its magnitude but changes sign from gap to gap. The direct count confirms the zero on (110) and the full magnitude on (001). "Identical" must therefore mean identical relative to the interface.

**Distort the tetrahedra.** Stretch the crystal along \([001]\), so that the cell has sides \(a,a,c\). The four bonds still have equal lengths, and their vectors still sum to zero, so the height argument survives. The density of each bond type becomes \(4/(a^2c)\), and the coefficients of the quadratic form become \(a^2/4,\ a^2/4,\ c^2/4\). Hence

\[
C_{001}=\frac4{a^2c}\,\frac{c^2}4=\frac c{a^2},\qquad
C_{110}=\frac4{a^2c}\,\frac{a^2}4=\frac1c ,
\]

and the ratio of the steps is \((c/a)^2\). It returns to one when \(c=a\). A tetragonal distortion of 1% separates the two steps by about 2%, with the same dipole on every bond. Conservation at each atom gives independence of height; independence of orientation needs the isotropic quadratic form as well. Cubic symmetry is sufficient for that form but not necessary: ideal hexagonal diamond, built from regular tetrahedra, has the same isotropic form and the same \(C\).

## Numbers for a silicon contact

Take \(a=0.543\) nm, a rough value for silicon, and let 0.010 \(e\) be transferred along each cut bond. The charge is a chosen model value. The bond length is 0.2351 nm, so

\[
p=0.010\times0.2351=0.00235\ e\,\text{nm}.
\]

With \(e/\varepsilon_0=18.095\) V nm, the short form of the result gives

\[
\Delta=\frac{0.010\times18.095}{0.543}=0.333\ \text{V}.
\]

The face-by-face route for (001) uses 13.57 bonds per nm\(^2\) and a cosine of 0.577:

\[
13.57\times0.577\times0.00235\times18.095=0.333\ \text{V}.
\]

On (110) the density falls to 9.59 nm\(^{-2}\) and the cosine rises to 0.816. The one-bond (111) cut has 7.83 nm\(^{-2}\) and cosine 1. The three-bond cut has 23.50 nm\(^{-2}\) and cosine 1/3. Each gives 0.333 V.

The barrier on n-type silicon would rise by 0.333 eV in this unscreened model. The step is linear in the charge, so a change of 0.001 \(e\) per bond moves it by 0.033 V.

## Letting the dipoles respond

The result so far omits screening. Neighbouring dipoles produce fields that oppose one another, and polarizable bonds respond by reducing their moments. A simple model gives each cut bond an axial polarizability volume \(\alpha\). Let \(p_0\) be the moment without neighbours, \(\mathbf u_i\) the direction of dipole \(i\), and \(r_{ij}\hat{\mathbf r}_{ij}\) the vector between bond midpoints. The usual dipole field, projected on \(\mathbf u_i\), is

\[
E_i=-\frac{pS}{4\pi\varepsilon_0},\qquad
S=\sum_{j\ne i}\frac{\mathbf u_i\cdot\mathbf u_j-3(\mathbf u_i\cdot\hat{\mathbf r}_{ij})(\mathbf u_j\cdot\hat{\mathbf r}_{ij})}{r_{ij}^3}.
\]

Inserting this into \(p=p_0+4\pi\varepsilon_0\alpha E_i\) gives \(p=p_0-\alpha Sp\), and therefore

\[
p=\frac{p_0}{1+\alpha S}.
\]

This form assumes that all cut bonds are equivalent, so that they share one \(S\) and one \(p\). That is so for the four cuts treated here, but not on (112) or (113), where the coupled equations must be solved bond by bond. The formula also holds only while the coupled moments are stable. On (001), the pattern in which neighbouring moments along a chain change in opposite senses becomes unstable once \(\alpha\) exceeds about 0.0019 nm\(^3\); the three-bond (111) cut loses stability at about 0.0018 nm\(^3\). For \(\alpha\to0\) the common step returns. For finite \(\alpha\) the faces differ, because \(S\) depends on how the cut bonds are arranged.

I take \(\alpha=0.001\) nm\(^3\) as a chosen model value. For scale, the Clausius–Mossotti relation gives 0.0019 nm\(^3\) per bond for a relative permittivity of 11.7. That relation assumes sites of cubic symmetry, which bond midpoints are not, so it gives only an order of magnitude. A full diamond lattice of axial point bonds reaches a permittivity of 11.7 at \(\alpha\approx0.0018\) nm\(^3\), just short of its instability, and has about 1.9 at the chosen \(\alpha\). The chosen response is therefore weaker than the bulk one. On (001), \(S=537\) nm\(^{-3}\), so \(\alpha S=0.537\) and the step is \(0.333/1.537=0.217\) V. The corresponding steps are 0.274 V on (110) and 0.279 V for the one-bond (111) cut. The (001) value is 22% below that of the one-bond (111) cut. The three-bond (111) cut lies lower still, at 0.178 V.

The large \(S\) on (001) can be traced to close neighbours. Cut bonds that share an atom have midpoints \(a/(2\sqrt2)=0.192\) nm apart, and each bond has two such neighbours. For such a pair \(\mathbf u_i\cdot\mathbf u_j=-1/3\), while the projections on the line between them are \(\pm\sqrt{2/3}\). The numerator in \(S\) is \(-1/3+2=5/3\), and the two neighbours give \(2(5/3)/0.192^3\approx471\) nm\(^{-3}\), most of the total. For the one-bond (111) cut, the nearest midpoints are twice as far apart.

The response formula was tested against coupled dipoles on a finite disc of radius \(8a\). The moment at the centre agrees with it to within 3% for all three faces. This checks the solution of the model, not the model itself, which treats bonds as points and omits the response of the metal and of the remaining silicon. The response of the metal is not computed here; that of the silicon is as large as the effect. Giving the dipoles a length of half a bond lowers the (001) step to 0.201 V and leaves the one-bond (111) step at 0.281 V. Letting the silicon bonds below the cut respond with the same \(\alpha\) gives 0.291, 0.323 and 0.324 V on (001), (110) and one-bond (111), a gap of 10% instead of 22%; the three-bond cut then gives 0.273 V. If bonds on both sides respond alike, all four cuts return to a common step of 0.373 V. This exceeds the unscreened 0.333 V: the cut bonds lose moment, but the moments induced on the other bonds more than replace it, so this response does not always act as screening. The face dependence thus arises from which bonds are allowed to respond, and its size is not a prediction. Dividing the unscreened step by the bulk permittivity gives 0.028 V, a scale for strong screening. It is neither a prediction nor a bound, since a bulk permittivity is not defined over one bond length.

## Tilting the dipoles

Charge may also shift off the bond axis. If a dipole at angle \(\theta\) to the normal turns by \(\delta\) towards it, its normal component changes by the factor

\[
\frac{\cos(\theta-\delta)}{\cos\theta}=\cos\delta+\tan\theta\,\sin\delta .
\]

For \(\delta=5^\circ\), the step rises by 12% on (001), where \(\tan\theta=\sqrt2\), and by 6% on (110), where \(\tan\theta=1/\sqrt2\). An upright (111) dipole can only turn away from the normal and loses 0.4%. Axial direction is thus a real condition of the result, and the cuts with oblique bonds are the sensitive ones; the three-bond (111) cut, with \(\tan\theta=2\sqrt2\), gains 24%.

## What a barrier measurement adds

A measured barrier also contains effects of the depletion layer. Take a donor density \(N=10^{17}\) cm\(^{-3}\), a band bending \(\psi=0.50\) V and 300 K, held fixed for all faces. With \(\varepsilon\) the silicon permittivity, the depletion width is \(w=\sqrt{2\varepsilon\psi/(eN)}=80\) nm, and the largest field is \(E_m=2\psi/w=0.124\) MV/cm. This is a fifth to a quarter of a rough breakdown field of 0.5 to 0.6 MV/cm.

An electron at distance \(x\) from the metal has the image energy \(-e^2/(16\pi\varepsilon x)\) in addition to \(-eE_mx\). Their sum is largest at \(x_m=\sqrt{e/(16\pi\varepsilon E_m)}\), where the two terms are equal. The barrier falls by

\[
2eE_mx_m=e\sqrt{\frac{eE_m}{4\pi\varepsilon}}=0.039\ \text{eV}.
\]

Here \(x_m\) is about 1.6 nm, much less than \(w\), which justifies the constant field.

Electrons can also tunnel through the top of the barrier. Let the energy \(E\) be measured from the conduction-band edge in the bulk, and let the barrier be \(e\psi(1-x/w)^2\). The emission weight is \(e^{-E/kT-A(E)}\), where \(A\) is the semiclassical tunnelling exponent,

\[
A=\frac{2\sqrt{2m}}{\hbar}\int\!\sqrt{e\psi(1-x/w)^2-E}\;dx .
\]

Differentiating under the integral, and using \(w\) from above, gives

\[
\frac{dA}{dE}=-\frac1{E_{00}}\operatorname{arcosh}\sqrt{\frac{e\psi}{E}},\qquad
E_{00}=\frac{e\hbar}2\sqrt{\frac N{m\varepsilon}} .
\]

The weight peaks where \(-dA/dE=1/kT\), that is, at \(E=e\psi/\cosh^2(E_{00}/kT)\). The peak lies below the barrier top by \(e\psi\tanh^2(E_{00}/kT)\).

The mass along the normal depends on the face. For a valley with principal masses \(m_i\), \(1/m=\sum_in_i^2/m_i\). With rough silicon masses of 0.92 and 0.19 electron masses, the lightest valley has 0.19 on (001) and (110) and 0.26 on (111). The shifts are 0.011 eV and 0.008 eV. These numbers set only a scale, for two reasons. The barrier used here lacks the image-force rounding, which lowers the top by more than either shift. Also, near the top \(-dA/dE\) grows as the square root of the depth below it, so at the peak \(A\) is about two thirds of the shift divided by \(kT\), or 0.3 at most, and a semiclassical weight is rough for so small an exponent. The peak shift is also not the apparent lowering of the barrier: integrating the weight over energy gives 0.026 to 0.029 eV for the unrounded barrier. At this doping, tunnelling separates faces with equal dipole steps by a few meV at most, and by about 1 meV when all valleys are weighted, well below the gap between (001) and one-bond (111) in the polarization model (62 meV, or 33 meV with the silicon bonds responding), but comparable with the gap of 1 to 5 meV between (110) and one-bond (111).

## Beside a real silicide contact

Nickel disilicide has a cubic lattice constant close to that of silicon, so it can grow epitaxially with little strain, although its structure is not the diamond lattice and the interface bonding need not follow an ideal cut. Barriers of nickel, cobalt and titanium silicides on n-type silicon are roughly 0.6 to 0.7 eV, so an unscreened step of 0.333 V would be a large part of the whole. Real contacts need not satisfy the model's assumptions, and the equality of \(p\) is one that can fail. Nickel disilicide can grow on Si(111) in two rotational variants, and their reported barriers of about 0.65 and 0.79 eV differ by 0.14 eV although the silicon face is the same. If that difference were ascribed wholly to the bond charge in the unscreened model, it would correspond to about 0.004 \(e\) per bond, some 40% of the charge chosen here; the model does not show that this is the cause. The doping is also far from that of transistor contacts, which is near \(10^{20}\) cm\(^{-3}\). Since \(E_{00}\propto\sqrt N\), it would grow there from 0.004 eV to about 0.12 eV, well above \(kT\), and the small-shift estimate would no longer apply.

A measured difference between faces thus does not contradict the lattice result. Within this model it points to unequal moments, tilted dipoles, strain, screening or transport through the depletion layer. For equal, unscreened axial dipoles on the unstrained lattice, the density of cut bonds cannot produce it; the spacing of the bonds enters only through their mutual response.

## Numbers as computed

```
Plane and height combinations counted: 63
Common normal dipole density: 2.30940 p/a^2
Lattice constant a: 0.543 nm
Bond length b: 0.2351 nm
Charge transferred per cut bond q: 0.010 e
Bond dipole p: 0.002351 e nm
e/eps0: 18.0951 V nm
(001): density 13.566 nm^-2, cosine 0.5774, step 0.3332 V
  Coulomb sum/formula 0.99991; sublattice-sense step/formula +1.000
(110): density 9.593 nm^-2, cosine 0.8165, step 0.3332 V
  Coulomb sum/formula 1.00002; sublattice-sense step/formula +0.000
(111) one-bond: density 7.832 nm^-2, cosine 1.0000, step 0.3332 V
  Coulomb sum/formula 1.00014; sublattice-sense step/formula +1.000
(111) three-bond: density 23.497 nm^-2, cosine 0.3333, step 0.3332 V
  Coulomb sum/formula 0.99983; sublattice-sense step/formula -1.000
Common unscreened step: 0.3332 V
Relative permittivity (rough): 11.7
Step divided by bulk permittivity: 0.0285 V
Chosen axial polarizability volume: 0.0010 nm^3
Clausius-Mossotti volume per bond: 0.00187 nm^3
Dipole tilt used for sizing: 5.0 degrees
(001): opposing sum S 537.36 nm^-3, polarized step 0.2168 V
  reduction factor 0.6505; tilt change +11.95 %
(110): opposing sum S 214.52 nm^-3, polarized step 0.2744 V
  reduction factor 0.8234; tilt change +5.78 %
(111) one-bond: opposing sum S 194.94 nm^-3, polarized step 0.2789 V
  reduction factor 0.8369; tilt change -0.38 %
Donor density: 1.0e+17 cm^-3
Band bending: 0.50 V
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Depletion width: 80.41 nm
Maximum depletion field: 0.1244 MV/cm
Rough breakdown field: 0.5 MV/cm
Image-force barrier lowering: 0.0391 eV
Rough longitudinal and transverse masses: 0.92, 0.19 m_e
(001): lightest normal mass 0.190 m_e, E00 0.00394 eV, peak shift 0.01142 eV
(110): lightest normal mass 0.190 m_e, E00 0.00394 eV, peak shift 0.01142 eV
(111) one-bond: lightest normal mass 0.258 m_e, E00 0.00338 eV, peak shift 0.00844 eV
```
